# Superexchange through a ligand at 180 and 90 degrees

Two metal ions, each with one hole in its d shell, are joined by a ligand whose p shell is full. Hopping of holes between metal and ligand couples the two metal spins. If both metals bond to the same ligand p orbital, as in a straight metal-ligand-metal bridge, the coupling at fourth order in the hopping \(t\) is

\[
J_{180}=\frac{4t^4}{\Delta^2}\left[\frac1U+\frac{2}{2\Delta+U_{pp}}\right].
\]

If the bridge is bent to a right angle, each metal bonds to its own p orbital, and the coupling is

\[
J_{90}=-\frac{4t^4}{\Delta^2}\,\frac{2J_H}{(2\Delta+U')^2-J_H^2},\qquad U'=U_{pp}-2J_H .
\]

Here \(\Delta\) is the energy needed to move one hole from a metal to the ligand, \(U\) is the repulsion of two holes on one metal, \(U_{pp}\) that of two holes in one p orbital, \(U'\) that of two holes in different p orbitals, and \(J_H>0\) is the Hund exchange of the ligand. The convention is \(H_{\rm eff}=J\,\mathbf S_1\cdot\mathbf S_2+\text{const}\). Since \(\mathbf S_1\cdot\mathbf S_2\) equals \(1/4\) in the triplet and \(-3/4\) in the singlet, \(J=E_T-E_S\). Positive \(J\) is antiferromagnetic, so the straight bridge is antiferromagnetic and the right-angled one ferromagnetic.

The model keeps one hole orbital per metal, bonding to the ligand along the bond axis. It leaves out direct metal-metal hopping, hopping between ligands, direct exchange between a metal hole and a ligand hole, spin-orbit coupling and, at first, the repulsion between a metal hole and a ligand hole. For the straight bridge take a single p orbital. In terms of holes,

\[
H_0=\Delta\,n_p+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow}+U_{pp}\,n_{p\uparrow}n_{p\downarrow},
\]
\[
V=t\sum_{i\sigma}\left(d^\dagger_{i\sigma}p_\sigma+p^\dagger_\sigma d_{i\sigma}\right).
\]

The two lobes of a p orbital have opposite signs, which would give hoppings \(t\) and \(-t\). Changing the sign of one metal orbital makes them equal without changing any energy.

The meaning of \(\Delta\) is best fixed by counting electrons. Let an electron have energy zero in a metal orbital and \(\varepsilon_p\) in the ligand orbital. The starting configuration has one electron on each metal and two on the ligand, with energy \(2\varepsilon_p+U_{pp}\). Moving one electron from ligand to metal gives \(\varepsilon_p+U\), so

\[
\Delta=U-\varepsilon_p-U_{pp}.
\]

Moving both ligand electrons, one to each metal, gives \(2U\). Relative to the start this costs \(2U-2\varepsilon_p-U_{pp}=2\Delta+U_{pp}\), as the hole Hamiltonian says for two ligand holes. Moving an electron from one metal to the other costs \(U\). The excited energies are therefore \(\Delta\), \(U\) and \(2\Delta+U_{pp}\).

The total spin is conserved. For a given total spin and spin projection there is one state with a hole on each metal, so each spin sector is a nondegenerate problem. Call this state \(|0\rangle\); its unperturbed energy is zero. Let \(Q=1-|0\rangle\langle0|\). Eliminating all other states from the Schrödinger equation gives

\[
E=\langle VR(E)V\rangle+\langle VR(E)VR(E)VR(E)V\rangle+\dots,\qquad R(E)=\frac{Q}{E-H_0},
\]

with averages taken in \(|0\rangle\). Terms with an odd number of factors \(V\) vanish, because each hop changes the number of ligand holes by one and the process must end where it began. With \(R=R(0)=-Q/H_0\), the expansion \(R(E)=R-ER^2+\dots\) gives

\[
E_2=\langle VRV\rangle,\qquad
E_4=\langle VRVRVRV\rangle-E_2\langle VR^2V\rangle .
\]

The second part of \(E_4\) arises because the energy in the first denominator is itself shifted by \(E_2\). Now define the vector reached after two hops,

\[
|\chi\rangle=QVRV|0\rangle ,\qquad \langle VRVRVRV\rangle=\langle\chi|R|\chi\rangle .
\]

At fourth order, all the spin dependence comes from \(\langle\chi|R|\chi\rangle\): either the vector itself or the energies of the states in it differ between singlet and triplet.

For two orbitals \(a,b\), write

\[
S(a,b)=\frac{1}{\sqrt2}\left(a^\dagger_\uparrow b^\dagger_\downarrow-a^\dagger_\downarrow b^\dagger_\uparrow\right)|\text{vac}\rangle,\qquad
T(a,b)=a^\dagger_\uparrow b^\dagger_\uparrow|\text{vac}\rangle,
\]

where the vacuum has no holes. Because fermion operators anticommute, \(S(a,b)=S(b,a)\) and \(T(a,b)=-T(b,a)\). For different, orthogonal orbitals both are normalized. For equal orbitals \(T(a,a)=0\), while \(S(a,a)=\sqrt2\,a^\dagger_\uparrow a^\dagger_\downarrow|\text{vac}\rangle\) has squared norm 2. The hopping acts on one orbital label at a time: it replaces 1 or 2 by \(tp\), and \(p\) by \(t(1+2)\).

Start with the triplet. The first hop gives

\[
V\,T(1,2)=t\left[T(p,2)+T(1,p)\right],
\]

a vector of squared norm \(2t^2\) and energy \(\Delta\). Hence \(E_2=-2t^2/\Delta\) and \(\langle VR^2V\rangle=2t^2/\Delta^2\). The second hop would lead from \(T(p,2)\) to \(T(1,2)\), \(T(2,2)\) and \(T(p,p)\). The last two vanish by the Pauli principle, and the first is removed by \(Q\). The same holds for \(T(1,p)\), so \(\chi=0\) and

\[
E_4^T=-\left(-\frac{2t^2}{\Delta}\right)\frac{2t^2}{\Delta^2}=\frac{4t^4}{\Delta^3}.
\]

This can be checked in closed form. The triplet ground state lies in the space of \(T(1,2)\) and \([T(p,2)+T(1,p)]/\sqrt2\), which are coupled by \(\sqrt2\,t\). The lower eigenvalue is

\[
E_T=\frac\Delta2-\sqrt{\frac{\Delta^2}{4}+2t^2}
=\frac\Delta2\left[1-\sqrt{1+\frac{8t^2}{\Delta^2}}\right]
=-\frac{2t^2}{\Delta}+\frac{4t^4}{\Delta^3}-\dots
\]

In the singlet the first hop gives \(t[S(p,2)+S(1,p)]\), again with squared norm \(2t^2\) and energy \(\Delta\). Thus \(E_2\) and the subtraction term are the same as in the triplet, and no spin coupling arises at second order. The second hop, however, is now open:

\[
V\,S(p,2)=t\left[S(1,2)+S(2,2)+S(p,p)\right],
\]
\[
V\,S(1,p)=t\left[S(1,2)+S(1,1)+S(p,p)\right].
\]

Dropping \(S(1,2)\) and including the factor \(-1/\Delta\) from \(R\),

\[
|\chi\rangle=-\frac{t^2}{\Delta}\left[S(1,1)+S(2,2)+2S(p,p)\right].
\]

The factor 2 before \(S(p,p)\) is an interference effect. Two holes can meet on the ligand in two orders, metal 1 first or metal 2 first, and the two amplitudes add before squaring. Each doubly occupied metal is reached by one path. With squared norm 2 for every term,

\[
\langle\chi|R|\chi\rangle=-\frac{t^4}{\Delta^2}\left[\frac2U+\frac2U+\frac{4\cdot2}{2\Delta+U_{pp}}\right].
\]

Therefore

\[
E_4^S=\frac{4t^4}{\Delta^3}-\frac{4t^4}{\Delta^2U}-\frac{8t^4}{\Delta^2(2\Delta+U_{pp})},
\]

and \(E_4^T-E_4^S\) is the stated \(J_{180}\). The coupling is antiferromagnetic because the singlet can lower its energy through doubly occupied orbitals that are closed to the triplet.

The two terms describe different processes. For \(U_{pp}\to\infty\) the first remains. It has the form \(4t_{\rm eff}^2/U\) with \(t_{\rm eff}=t^2/\Delta\), the result for two metals between which holes hop with an effective amplitude \(t_{\rm eff}\), here provided by the ligand. For \(U\to\infty\) the second remains, so the spins stay coupled even though two holes can never sit on one metal. The ratio of the ligand term to the metal term is \(2U/(2\Delta+U_{pp})\); the ligand term is the larger one when \(2U>2\Delta+U_{pp}\).

Two extensions follow from the same steps. If the hoppings are \(t_1\) and \(t_2\), every term of \(\chi\) contains one hop of each kind, so \(t^4\) becomes \(t_1^2t_2^2\). If a metal hole and a ligand hole repel each other with energy \(U_{pd}\), the states after one hop cost \(\Delta+U_{pd}\), but those after two hops have both holes on the same ion and are not shifted. Then

\[
J_{180}=\frac{4t^4}{(\Delta+U_{pd})^2}\left[\frac1U+\frac{2}{2\Delta+U_{pp}}\right].
\]

For the right-angled bridge the ligand needs at least two p orbitals, and the interaction between them matters. For real orbitals \(p_x\) and \(p_y\), the exchange integral is

\[
J_H=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad \rho=p_xp_y ,
\]

in atomic units. This is positive, since the Fourier transform \(4\pi/k^2\) of the Coulomb interaction is positive. To relate it to \(U'\), turn the orbitals by 45 degrees: \(u=(p_x+p_y)/\sqrt2\), \(v=(p_x-p_y)/\sqrt2\). Then \(uv=(p_x^2-p_y^2)/2\). In a spherical shell the exchange integral of \(u\) and \(v\) is the same \(J_H\), so

\[
J_H=\frac14\left(U_{pp}+U_{pp}-2U'\right)\quad\Rightarrow\quad U'=U_{pp}-2J_H .
\]

Two holes in \(p_x\) and \(p_y\) have the spatial function \([p_x(1)p_y(2)\pm p_y(1)p_x(2)]/\sqrt2\), with the plus sign for the singlet. Its Coulomb energy is \(U'\pm J_H\). The singlet thus has repulsion \(U_{pp}-J_H\) and the triplet \(U_{pp}-3J_H\).

Let metal 1 bond to \(x\) and metal 2 to \(y\). Hopping now exchanges 1 with \(x\) and 2 with \(y\), and nothing else. Let \(X\) stand for \(S\) or \(T\). Then

\[
V\,X(1,2)=t\left[X(x,2)+X(1,y)\right],
\]

and each of the two terms leads on to \(tX(x,y)\), besides the return to \(X(1,2)\). Hence, in both spin states,

\[
|\chi\rangle=-\frac{2t^2}{\Delta}X(x,y),\qquad
E_4=\frac{4t^4}{\Delta^3}-\frac{4t^4}{\Delta^2(2\Delta+U'\pm J_H)} ,
\]

with the upper sign for the singlet. The difference is

\[
J_{90}=\frac{4t^4}{\Delta^2}\left[\frac{1}{2\Delta+U'+J_H}-\frac{1}{2\Delta+U'-J_H}\right],
\]

which over a common denominator is the formula given at the start. For small \(J_H\) it is \(-8t^4J_H/[\Delta^2(2\Delta+U')^2]\). Compared with the ligand term at 180 degrees it is smaller by a factor of order \(J_H/(2\Delta+U')\), since the spin states differ in the energy of an intermediate state, not in its availability.

The sign of this coupling does not depend on the expansion. Hopping conserves the number of holes in the pair of orbitals \(\{1,x\}\) and in the pair \(\{2,y\}\), and Hund exchange leaves one hole in each of \(x\) and \(y\). Starting from one hole on each metal, no orbital is ever doubly occupied, so \(U\) drops out. The singlet and triplet matrices are identical except that the state \(X(x,y)\) lies lower by \(2J_H\) in the triplet. Used as a trial vector in the triplet matrix, the singlet ground vector, which contains \(X(x,y)\) for \(t\neq0\), already gives a lower energy. Within this model \(J_{90}<0\) for any nonzero \(t\), and it vanishes at all orders if \(J_H=0\).

If a second, equivalent ligand closes the square, each ligand contributes the process above. There are also states with one hole on each ligand, but their energy \(2\Delta\) does not depend on spin. The fourth-order coupling is then \(2J_{90}\), provided holes do not hop between the two ligands. Such hopping opens a path from one metal to the other at the same order \(t^4\) and favours the singlet; with the parameters of the example below, an amplitude of 0.4 eV between parallel p orbitals of the two ligands is enough to reverse the sign.

The two bridges are limits of one formula. Let \(\theta\) be the bond angle at the ligand, \(c=\cos\theta\), \(s=\sin\theta\), and let metal 2 bond to \(b=c\,x+s\,y\). A hole in \(x\) can now reach metal 2 with amplitude \(ct\), and a hole in \(b\) can reach metal 1 with the same amplitude. Repeating the two hops gives

\[
|\chi\rangle=-\frac{t^2}{\Delta}\left[c\,X(1,1)+c\,X(2,2)+2X(x,b)\right].
\]

The pair \(X(x,b)\) must be resolved into eigenstates of the ligand interaction. In the triplet, \(T(x,b)=s\,T(x,y)\), with weight \(s^2\) and repulsion \(U_{pp}-3J_H\). In the singlet, \(S(x,b)=c\,S(x,x)+s\,S(x,y)\), with squared norm \(2c^2+s^2=1+c^2\). The doubly occupied states \(S(x,x)\), \(S(y,y)\) and \(S(z,z)\) are coupled to one another, because the exchange integral also moves a pair of holes from one orbital to another with amplitude \(J_H\). Their symmetric sum, the S level, has repulsion \(U_{pp}+2J_H\). The two combinations orthogonal to it have \(U_{pp}-J_H\), like \(S(x,y)\), and together with \(S(x,y)\), \(S(x,z)\) and \(S(y,z)\) they form the fivefold D level. The normalized S state is \([S(x,x)+S(y,y)+S(z,z)]/\sqrt6\). Its overlap with \(S(x,b)\) is \(2c/\sqrt6\), so its weight is \(2c^2/3\), and the D level has the remainder \(1+c^2/3\). With \(W=2\Delta+U_{pp}\),

\[
J(\theta)=\frac{4t^4}{\Delta^2}\left[\frac{c^2}{U}+\frac{2c^2/3}{W+2J_H}+\frac{1+c^2/3}{W-J_H}-\frac{s^2}{W-3J_H}\right].
\]

At \(c=0\) this is \(J_{90}\). At \(c^2=1\) and \(J_H=0\) it is \(J_{180}\). At 180 degrees with \(J_H\neq0\) the ligand term \(2/W\) is replaced by \(\frac23/(W+2J_H)+\frac43/(W-J_H)\). The corrections linear in \(J_H\) cancel, and the leading change is \(+4J_H^2/W^3\). The single-orbital formula is therefore a good approximation for a full p shell when \(J_H\ll W\).

For numbers, take a model with \(\Delta=4\), \(U=8\), \(U_{pp}=4\), \(J_H=0.5\) and \(t=0.5\), all in eV, the natural unit here. The prefactor is \(4(0.5)^4/4^2=0.015625\) eV, or 15.625 meV. The straight bridge with one p orbital gives

\[
J_{180}=15.625\left(\frac18+\frac2{12}\right)\text{meV}=(1.953+2.604)\ \text{meV}=4.56\ \text{meV},
\]

equivalent to 52.9 K. The ligand term is larger by the factor \(16/12\). At 90 degrees the pair energies are 11.5 eV for the singlet and 10.5 eV for the triplet, so

\[
J_{90}=15.625\left(\frac1{11.5}-\frac1{10.5}\right)\text{meV}=-0.129\ \text{meV},
\]

or \(-1.50\) K. Its magnitude is 2.8 % of \(J_{180}\). The full p shell changes the 180-degree value only from 4.557 to 4.566 meV, as the cancellation of the linear terms leads one to expect.

Setting \(J(\theta)=0\) and using \(s^2=1-c^2\) gives the angle between 90 and 180 degrees at which the coupling changes sign:

\[
c^2\left[\frac1U+\frac{2/3}{W+2J_H}+\frac{1/3}{W-J_H}+\frac1{W-3J_H}\right]=\frac1{W-3J_H}-\frac1{W-J_H}.
\]

Here the bracket is \(0.3005\ \text{eV}^{-1}\) and the right side \(0.00828\ \text{eV}^{-1}\), so \(c^2=0.0276\) and \(\theta=99.6^\circ\). The hopping cancels at this order. The angle is close to 90 degrees because a small overlap of the two bonding orbitals suffices to outweigh the weak Hund term. In a real compound the omitted terms can shift it by many degrees. Besides direct hopping and the other d and p bonds, a direct exchange \(K\) between a metal hole and a ligand hole matters: it gives the states after one hop the energies \(\Delta\pm K\) and so adds \(-4Kt^2/\Delta^2\) already at second order. For the parameters above, \(K=5\) meV gives \(-0.31\) meV, more than twice \(|J_{90}|\), and taken for both in-plane p orbitals it moves the sign change to about \(108^\circ\). The Hund term is therefore one source of ferromagnetic coupling near 90 degrees, not necessarily the largest.

The formulas require \(t\ll\Delta\), and they fail as \(\Delta\to0\). For the metal term, the effective hopping \(t^2/\Delta\) must also be small against \(U\); otherwise the states with a doubly occupied metal lie too close to the starting state. The triplet energy shows the first condition: the root was expanded in \(8t^2/\Delta^2\), which is 0.125 for \(t=0.5\) eV but 0.5 for \(t=1\) eV; the expansion of the root converges only when this quantity is below 1. Parameters of the size often used for cuprates, \(t=1.3\), \(\Delta=3.6\), \(U=10.5\) and \(U_{pp}=4\) eV, give 1.04, and there the fourth-order \(J_{180}\) of 241 meV stands against an exact 149 meV for the same three-orbital model. Exact diagonalization of the same model, listed in the numerical output, measures the consequence. For the single-orbital bridge at \(t=0.5\) eV it gives 4.26 meV, so the fourth-order value is 7.0 % too large relative to the exact one. At \(t=0.25\) eV the excess is 1.75 %, and at \(t=1\) eV it is 29 %. At small \(t\) the relative error is close to \(0.28\,t^2\), with \(t\) in eV, the mark of the neglected sixth order. At \(t=1\) eV higher orders matter as well: the sixth-order correction alone would give \(72.9\times(1-0.28)\approx52.5\) meV, against the exact 56.7 meV. At 90 degrees and \(t=0.5\) eV the exact coupling is \(-0.118\) meV, so there too fourth order overestimates the magnitude. The sign-change angle is less sensitive: at this hopping the exact value is \(99.45^\circ\), about a tenth of a degree below the fourth-order \(99.56^\circ\).

## Numbers as computed

```
Delta = 4.0 eV, U = 8.0 eV, Upp = 4.0 eV
JH = 0.5 eV, U' = 3.0 eV, t = 0.5 eV
two ligand holes, one orbital: 2Delta+Upp = 12.0 eV
prefactor 4t^4/Delta^2 = 15.6250 meV
180 deg, metal channel (1/U)      = 1.9531 meV
180 deg, ligand channel           = 2.6042 meV
180 deg, J fourth order = 4.5573 meV = 52.89 K
E4/t^4 from diagonalization, singlet = -0.01042 eV^-3
E4/t^4 from diagonalization, triplet = 0.06250 eV^-3
p^2 levels: triplet P = 2.50 eV, singlet D = 3.50 eV, S = 5.00 eV
90 deg, triplet pair energy = 10.50 eV
90 deg, singlet pair energy = 11.50 eV
90 deg, J fourth order = -0.1294 meV = -1.502 K
ratio |J90|/J180 = 0.0284
180 deg, J fourth order, full p shell = 4.5660 meV
t (eV) | 180 deg: 4th order, exact | 90 deg: 4th order, exact (meV)
0.125 | 0.01780  0.01772  -0.00051  -0.00050
0.250 | 0.28483  0.27993  -0.00809  -0.00790
0.500 | 4.55729  4.25813  -0.12940  -0.11822
1.000 | 72.91667  56.68446  -2.07039  -1.49092
t = 0.125 eV: 180 deg formula exceeds exact J by 0.44 %
t = 0.250 eV: 180 deg formula exceeds exact J by 1.75 %
t = 0.500 eV: 180 deg formula exceeds exact J by 7.03 %
t = 1.000 eV: 180 deg formula exceeds exact J by 28.64 %
sign-change angle, fourth order = 99.56 deg
sign-change angle, exact, t = 0.5 eV = 99.45 deg
angle  90 deg: J fourth order = -0.1294 meV, exact = -0.1182 meV
angle  95 deg: J fourth order = -0.0937 meV, exact = -0.0849 meV
angle 100 deg: J fourth order = 0.0122 meV, exact = 0.0141 meV
angle 110 deg: J fourth order = 0.4199 meV, exact = 0.3951 meV
angle 135 deg: J fourth order = 2.2183 meV, exact = 2.0750 meV
angle 180 deg: J fourth order = 4.5660 meV, exact = 4.2664 meV
```
